# Does a positive hull distance rule out an oxide?: a numerical check

```python
"""
Result under test: an oxide above the zero-temperature hull can be stable at high T,
when g(T) = e_h - s*T + c/T < 0, or can persist below the crossing by slow diffusion.
g: free-energy distance per atom of a random solution ABO4 from AO2 + BO2.
e_h: static energy above hull; s: disorder plus vibrational entropy; c: quantum term.
Debye temperatures describe vibrations. Cations jump a distance a at rate
nu*exp(-Q/kT). Energies are in eV, lengths in angstrom, temperatures in K.
All material parameters are round, rough values in the regime of ZrTiO4.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge, N_A
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.special import gammaln

k = k_joule / charge
year = 365.25 * 24 * 3600

# Energies of formation from the elements, per atom.
form_a, form_b, form_s = -3.80, -3.20, -3.47
e_h = form_s - (form_a + form_b) / 2
composition = np.array([[1, 0, 0, 1, 0, 0],
                        [0, 1, 0, 0, 1, 2],
                        [0, 0, 1, 2, 2, 3]], float)
formation = np.array([0, 0, 0, form_a, form_b, -3.15])
phase_energy = formation * composition.sum(axis=0)
closed = linprog(phase_energy, A_eq=composition, b_eq=[1, 1, 4], method="highs")
assert closed.success
assert abs(form_s - closed.fun / 6 - e_h) < 1e-9
mu_o = -1.0
opened = linprog(phase_energy - mu_o * composition[2], A_eq=composition[:2],
                 b_eq=[1, 1], method="highs")
assert opened.success
assert abs((6 * form_s - 4 * mu_o - opened.fun) / 6 - e_h) < 1e-9

# Harmonic vibrations, with the Debye spectrum integrated over its modes.
theta_a, theta_b, theta_s = 550.0, 750.0, 630.0
theta_g = np.sqrt(theta_a * theta_b)
theta_sq = (theta_a**2 + theta_b**2) / 2
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2


def mode_free(energy, T):
    return energy / 2 + k * T * np.log(-np.expm1(-energy / (k * T)))


def debye_free(theta, T):
    return 3 * np.sum(weights * 3 * nodes**2 * mode_free(k * theta * nodes, T))


test_energy, test_T = 0.04, 900.0
levels = (np.arange(2000) + 0.5) * test_energy
level_sum = -k * test_T * np.log(np.exp(-levels / (k * test_T)).sum())
assert abs(level_sum - mode_free(test_energy, test_T)) < 1e-11
for theta in (theta_a, theta_s, theta_b):
    T = 1200.0
    high_T = 3 * k * T * (np.log(theta / T) - 1 / 3) + 3 * k * theta**2 / (40 * T)
    # The next term of the high-temperature series is below 1e-5 eV here.
    assert abs(debye_free(theta, T) - high_T) < 1e-5


def distance(T, height=e_h, theta=theta_s, site_entropy=np.log(2)):
    reference = (debye_free(theta_a, T) + debye_free(theta_b, T)) / 2
    return height + debye_free(theta, T) - reference - k * T * site_entropy / 3


zero_point = 9 * k * (theta_s - (theta_a + theta_b) / 2) / 8
assert abs(distance(1.0, site_entropy=0) - e_h - zero_point) < 1e-7

# Number of arrangements at fixed equal composition.
sites = 1_000_000
count_entropy = (gammaln(sites + 1) - 2 * gammaln(sites / 2 + 1)) / sites
assert abs(count_entropy - np.log(2)) < 1e-5

s_dis = k * np.log(2) / 3
s_vib = 3 * k * np.log(theta_g / theta_s)
s = s_dis + s_vib
c = 3 * k * (theta_s**2 - theta_sq) / 40
T_formula = (e_h + np.sqrt(e_h**2 + 4 * s * c)) / (2 * s)
T_cross = brentq(distance, 500, 2500)
assert abs(T_cross - T_formula) < 0.5
assert distance(T_cross - 50) > 0 > distance(T_cross + 50)
T_dis = brentq(lambda T: e_h - k * T * count_entropy / 3, 500, 3000)
T_vib = e_h / s_vib
T_low = brentq(lambda T: distance(T, height=e_h - 0.01), 300, 2500)
T_high = brentq(lambda T: distance(T, height=e_h + 0.01), 500, 3000)

# Height alone does not rank stability; softness alone can stabilise.
T_make = 1700.0
stiff_height, stiff_theta = 0.010, 660.0
g_stiff = distance(T_make, stiff_height, stiff_theta, 0)
assert g_stiff > 0 > distance(T_make)
assert all(distance(T, stiff_height, stiff_theta, 0) > 0
           for T in np.linspace(10, 2000, 100))
T_soft = 1500.0
soft_ratio = np.exp(-e_h / (3 * k * T_soft))
T_soft_full = brentq(lambda T: distance(T, theta=theta_g * soft_ratio,
                                        site_entropy=0), 500, 2500)
assert abs(T_soft_full - T_soft) < 0.02 * T_soft

# Short-range order: all states of a periodic 4 by 4 lattice test the expansion.
V, neighbours = 0.010, 8
states = np.arange(2**16)
spins = (2 * ((states[:, None] >> np.arange(16)) & 1) - 1).reshape(-1, 4, 4)
pair_energy = V * (spins * (np.roll(spins, 1, 1) + np.roll(spins, 1, 2))).sum((1, 2))
K = V / (k * 1200)
log_sum = np.log(np.exp(-pair_energy / (k * 1200)).sum()) / 16
assert abs(log_sum - np.log(2) - 4 * K**2 / 4) < 2 * K**4
assert abs(pair_energy.min() + 16 * 4 * V / 2) < 1e-12


def short_order(T):
    return -neighbours * V**2 / (4 * k * T) / 3


ordered_height = e_h - neighbours * V / 2 / 3
T_order_mean = neighbours * V / k
assert ordered_height > 0

# Thermal expansion, checked by minimising the volume-dependent free energy.
bulk_GPa, atom_volume = 200.0, 10.0
stiffness = bulk_GPa * 1e9 * atom_volume * 1e-30 / charge
gamma_s, gamma_ref = 1.5, 1.6


def expansion(T, gamma):
    return -(3 * k * T * gamma)**2 / (2 * stiffness)


relaxed = minimize_scalar(
    lambda strain: stiffness * strain**2 / 2
    + debye_free(theta_s * np.exp(-gamma_s * strain), 1200),
    bounds=(0, 0.15), method="bounded", options={"xatol": 1e-9})
gain = relaxed.fun - debye_free(theta_s, 1200)
# The classical estimate omits a quantum correction of a few per cent.
assert abs(gain / expansion(1200, gamma_s) - 1) < 0.05


def expansion_shift(T):
    return expansion(T, gamma_s) - expansion(T, gamma_ref)


# Solubility, checked by constructing the lower chord between two phases.
solution_cost = 0.30


def solubility_shift(T):
    return k * T * np.log1p(np.exp(-solution_cost / (k * T))) / 3


x = np.linspace(0.001, 0.499, 700)
mixing = k * 1200 * (x * np.log(x) + (1 - x) * np.log(1 - x))
left = solution_cost * x + mixing
y = 1 - x
right = solution_cost * (1 - y) + k * 1200 * (y * np.log(y) + (1 - y) * np.log(1 - y))
fraction = (0.5 - x[:, None]) / (y[None, :] - x[:, None])
chord = (1 - fraction) * left[:, None] + fraction * right[None, :]
assert abs(chord.min() + 3 * solubility_shift(1200)) < 2e-6

# A high-temperature form of AO2 lowers the reference above its transition.
T_form, latent = 1400.0, 0.06


def form_shift(T):
    return max(0.0, latent * (T / T_form - 1) / 6)


def adverse(T):
    return distance(T) + expansion_shift(T) + solubility_shift(T) + form_shift(T)


T_sro = brentq(lambda T: distance(T) + short_order(T), 500, 2500)
T_exp = brentq(lambda T: distance(T) + expansion_shift(T), 500, 2500)
T_sol = brentq(lambda T: distance(T) + solubility_shift(T), 500, T_make)
T_adverse = brentq(adverse, 1000, T_make)
assert T_sro < T_cross < T_adverse < T_make

# Diffusion and freezing.
Q, Q_boundary, attempt, jump, length = 3.5, 2.1, 1e13, 3.5, 10.0


def rate(T, barrier=Q):
    return attempt * np.exp(-barrier / (k * T))


def reach_time(T, barrier=Q):
    return (length / jump)**2 / rate(T, barrier)


# One coordinate of a three-dimensional walk, evolved by its master equation.
mean_jumps, number = 10.0, 81
generator = np.diag(np.ones(number - 1), 1) + np.diag(np.ones(number - 1), -1)
generator -= np.diag(generator.sum(axis=0))
probability = expm(generator * mean_jumps / 6)[:, number // 2]
position = np.arange(number) - number // 2
assert abs(3 * (probability * position**2).sum() - mean_jumps) < 1e-7


def cooling_jumps(T, cooling):
    return rate(T) * k * T**2 / (Q * cooling)


integral = quad(lambda T: rate(T), 300, T_cross, epsabs=0, epsrel=1e-9,
                points=[0.8 * T_cross, 0.95 * T_cross])[0]
small = k * T_cross / Q
assert abs(integral / cooling_jumps(T_cross, 1) - (1 - 2 * small)) < 7 * small**2
fast, slow = 50.0, 0.1
assert cooling_jumps(T_cross, fast) < 1
drive_900 = np.exp(3 * distance(900) / (2 * k * 900))
drive_400 = np.exp(3 * distance(400) / (2 * k * 400))

meV = 1000
print(f"Formation AO2, BO2, ABO4: {form_a:.2f}, {form_b:.2f}, {form_s:.2f} eV/atom")
print(f"Energy above hull: {e_h*meV:.1f} meV/atom")
print(f"Same per ABO4 formula: {6*e_h*charge*N_A/1000:.1f} kJ/mol")
print(f"Debye AO2, BO2, ABO4: {theta_a:.0f}, {theta_b:.0f}, {theta_s:.0f} K")
print(f"Geometric mean Debye temperature: {theta_g:.1f} K")
print(f"Zero-point shift: {zero_point*meV:.2f} meV/atom")
print(f"Disorder entropy: {s_dis*1e6:.2f} microeV/K/atom")
print(f"Vibrational entropy gain: {s_vib*1e6:.2f} microeV/K/atom")
print(f"Quantum coefficient c: {c:.3f} eV K/atom")
print(f"Crossing, full and formula: {T_cross:.1f}, {T_formula:.1f} K")
print(f"Crossing in Celsius: {T_cross-273.15:.0f} C")
print(f"Crossing, simple ratio e_h/s: {e_h/s:.1f} K")
print(f"Crossing, disorder alone: {T_dis:.0f} K")
print(f"Formal crossing, vibrations alone: {T_vib:.0f} K")
for T in (400.0, 900.0, T_make):
    print(f"Free-energy distance at {T:.0f} K: {distance(T)*meV:.2f} meV/atom")
print(f"Crossing if e_h is 10 meV lower, higher: {T_low:.0f}, {T_high:.0f} K")
print(f"Stiff ordered phase: {stiff_height*meV:.0f} meV/atom, {stiff_theta:.0f} K")
print(f"Its distance at {T_make:.0f} K: {g_stiff*meV:.2f} meV/atom")
print(f"Softening needed alone at {T_soft:.0f} K: {(1-soft_ratio)*100:.2f} percent")
print(f"Full Debye crossing with that softening: {T_soft_full:.0f} K")
print(f"Pair energy, neighbours: {V*meV:.0f} meV, {neighbours}")
print(f"Short-range order at crossing: {short_order(T_cross)*meV:.2f} meV/atom")
print(f"Ordered state above hull: {ordered_height*meV:.1f} meV/atom")
print(f"Mean-field ordering temperature: {T_order_mean:.0f} K")
print(f"Bulk modulus, atomic volume: {bulk_GPa:.0f} GPa, {atom_volume:.0f} A^3")
print(f"Gruneisen solution, reference: {gamma_s:.1f}, {gamma_ref:.1f}")
print(f"Expansion shift at crossing: {expansion_shift(T_cross)*meV:.2f} meV/atom")
print(f"Cation solution cost: {solution_cost:.2f} eV")
print(f"Solubility shift at crossing: {solubility_shift(T_cross)*meV:.2f} meV/atom")
print(f"AO2 transition, latent heat: {T_form:.0f} K, {latent:.2f} eV/formula")
print(f"AO2 form shift at {T_make:.0f} K: {form_shift(T_make)*meV:.2f} meV/atom")
print(f"Crossing with order, expansion, solubility: {T_sro:.0f}, {T_exp:.0f}, {T_sol:.0f} K")
print(f"Crossing with all adverse shifts: {T_adverse:.0f} K")
print(f"Adverse distance at {T_make:.0f} K: {adverse(T_make)*meV:.2f} meV/atom")
print(f"Barriers bulk, boundary: {Q:.1f}, {Q_boundary:.1f} eV")
print(f"Attempt rate, jump length: {attempt:.1e} 1/s, {jump/10:.2f} nm")
print(f"Bulk jump rate at crossing: {rate(T_cross):.3e} 1/s")
for cooling in (fast, slow):
    jumps = cooling_jumps(T_cross, cooling)
    print(f"Cooling {cooling:g} K/s: {jumps:.3g} jumps, {jump*np.sqrt(jumps)/10:.3f} nm rms")
jumps = cooling_jumps(T_adverse, fast)
print(f"Adverse, {fast:g} K/s: {jumps:.3g} jumps, {jump*np.sqrt(jumps)/10:.3f} nm rms")
print(f"Decomposition length considered: {length/10:.1f} nm")
for T in (900.0, 400.0):
    print(f"Bulk time at {T:.0f} K: {reach_time(T)/year:.2e} years")
    print(f"Boundary time at {T:.0f} K: {reach_time(T, Q_boundary):.2e} s")
print(f"Boundary time at 400 K: {reach_time(400, Q_boundary)/year:.2e} years")
print(f"Bulk time at 900 K, barrier 0.5 eV lower: {reach_time(900, Q-0.5)/3600:.2f} h")
print(f"Driving-force rate factor at 900, 400 K: {drive_900:.2f}, {drive_400:.2f}")
print("ALL CHECKS PASSED")
```

Output:

```
Formation AO2, BO2, ABO4: -3.80, -3.20, -3.47 eV/atom
Energy above hull: 30.0 meV/atom
Same per ABO4 formula: 17.4 kJ/mol
Debye AO2, BO2, ABO4: 550, 750, 630 K
Geometric mean Debye temperature: 642.3 K
Zero-point shift: -1.94 meV/atom
Disorder entropy: 19.91 microeV/K/atom
Vibrational entropy gain: 4.98 microeV/K/atom
Quantum coefficient c: -0.230 eV K/atom
Crossing, full and formula: 1197.5, 1197.4 K
Crossing in Celsius: 924 C
Crossing, simple ratio e_h/s: 1205.1 K
Crossing, disorder alone: 1507 K
Formal crossing, vibrations alone: 6020 K
Free-energy distance at 400 K: 19.49 meV/atom
Free-energy distance at 900 K: 7.34 meV/atom
Free-energy distance at 1700 K: -12.45 meV/atom
Crossing if e_h is 10 meV lower, higher: 792, 1601 K
Stiff ordered phase: 10 meV/atom, 660 K
Its distance at 1700 K: 21.99 meV/atom
Softening needed alone at 1500 K: 7.44 percent
Full Debye crossing with that softening: 1483 K
Pair energy, neighbours: 10 meV, 8
Short-range order at crossing: -0.65 meV/atom
Ordered state above hull: 16.7 meV/atom
Mean-field ordering temperature: 928 K
Bulk modulus, atomic volume: 200 GPa, 10 A^3
Gruneisen solution, reference: 1.5, 1.6
Expansion shift at crossing: 1.19 meV/atom
Cation solution cost: 0.30 eV
Solubility shift at crossing: 1.83 meV/atom
AO2 transition, latent heat: 1400 K, 0.06 eV/formula
AO2 form shift at 1700 K: 2.14 meV/atom
Crossing with order, expansion, solubility: 1171, 1250, 1297 K
Crossing with all adverse shifts: 1388 K
Adverse distance at 1700 K: -1.99 meV/atom
Barriers bulk, boundary: 3.5, 2.1 eV
Attempt rate, jump length: 1.0e+13 1/s, 0.35 nm
Bulk jump rate at crossing: 1.860e-02 1/s
Cooling 50 K/s: 0.0131 jumps, 0.040 nm rms
Cooling 0.1 K/s: 6.57 jumps, 0.897 nm rms
Adverse, 50 K/s: 1.86 jumps, 0.478 nm rms
Decomposition length considered: 1.0 nm
Bulk time at 900 K: 1.03e+00 years
Boundary time at 900 K: 4.69e-01 s
Bulk time at 400 K: 3.24e+24 years
Boundary time at 400 K: 2.35e+14 s
Boundary time at 400 K: 7.44e+06 years
Bulk time at 900 K, barrier 0.5 eV lower: 14.28 h
Driving-force rate factor at 900, 400 K: 1.15, 2.34
ALL CHECKS PASSED
```
